**Zero dc spin Hall conductivity in a Rashba gas: identity, ladder calculation and example**

The program tests that a parabolic electron gas with linear Rashba coupling α and spin-independent impurities has no dc spin Hall conductivity. S is the spin density along y, J the flow along y of z-polarized spin, τ the scattering time, Ω the growth rate of the field, and x = 2αk_Fτ/ħ; conductivities are in units of e/8π. It asserts the operator identity dS/dt = −(2mα/ħ²)J symbolically for an arbitrary potential, and its time-integrated form for 20 electrons driven on a disordered torus. Numerical eigenvectors give the clean value 1.000000. A self-consistent Born calculation with ladder vertex corrections gives 8.7e-06 after linear extrapolation to Ω = 0, and agrees with the finite-rate formula to within 0.002 at four growth rates. Without the vertex correction the same calculation gives 0.9236. When magnetic impurities supply 5 % of the scattering rate, the conductivity is 0.1233, against 0.1237 from the kinetic formula. The remaining output evaluates an InAs-like quantum well with rough parameters and sizes several effects that the model leaves out.

## Program and output

```python
"""
Result under test: the dc spin Hall conductivity of a parabolic two-dimensional
electron gas with linear Rashba coupling and spin-independent impurities is zero.
  H = hbar^2 k^2/2m + alpha (k_y sigma_x - k_x sigma_y) + U(r) + e E x
  J = (hbar/4){sigma_z, v_y}   spin current along y, per area
  S = (hbar/2) sigma_y         spin density;  dS/dt = -(2 m alpha/hbar^2) J
  tau: scattering time; Omega: growth rate of the field, E ~ exp(Omega t)
  lam = Omega tau;  x = 2 alpha k_F tau/hbar;  conductivities in units of e/(8 pi)
The many-body part uses hbar = m = e = k_F = 1.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.linalg import expm
from scipy.integrate import simpson

PAULI_X = np.array([[0, 1], [1, 0]], complex)
PAULI_Y = np.array([[0, -1j], [1j, 0]], complex)
PAULI_Z = np.array([[1, 0], [0, -1]], complex)
UNIT = np.eye(2, dtype=complex)


def check_operator_identity():
    """Commutators acting on an arbitrary spinor in an arbitrary potential."""
    X, Y = sp.symbols("x y", real=True)
    hb, m, al = sp.symbols("hbar m alpha", positive=True)
    pot = sp.Function("U")(X, Y)
    psi = sp.Matrix([sp.Function("f")(X, Y), sp.Function("g")(X, Y)])
    sx = sp.Matrix([[0, 1], [1, 0]])
    sy = sp.Matrix([[0, -sp.I], [sp.I, 0]])
    sz = sp.Matrix([[1, 0], [0, -1]])

    def ham(v):
        kinetic = -(hb**2 / (2 * m)) * (v.diff(X, 2) + v.diff(Y, 2))
        rashba = al * (-sp.I) * (sx * v.diff(Y) - sy * v.diff(X))
        return kinetic + rashba + pot * v

    def vel_y(v):
        return (sp.I / hb) * (ham(Y * v) - Y * ham(v))

    spin = hb / 2 * sy
    torque = (sp.I / hb) * (ham(spin * psi) - spin * ham(psi))
    current = hb / 4 * (sz * vel_y(psi) + vel_y(sz * psi))
    rest = (torque + 2 * m * al / hb**2 * current).applyfunc(
        lambda t: sp.simplify(sp.expand(t)))
    assert rest == sp.zeros(2, 1)


def driven_disordered_torus():
    """Time evolution of 20 electrons on a torus with a random potential."""
    rng = np.random.default_rng(5)
    al, field, steps, dt = 0.3, 0.5, 400, 0.01
    kx, ky = [q.ravel().astype(float) for q in
              np.meshgrid(np.arange(-3, 4), np.arange(-3, 4), indexing="ij")]
    fourier = np.fft.fft2(rng.normal(size=(13, 13)) * 4.0) / 169
    dx = (kx[:, None] - kx[None, :]).astype(int) % 13
    dy = (ky[:, None] - ky[None, :]).astype(int) % 13
    impurity = np.kron(fourier[dx, dy], UNIT)

    def ham(shift):
        q = kx + shift
        return (np.kron(np.diag((q**2 + ky**2) / 2), UNIT) + impurity
                + al * (np.kron(np.diag(ky), PAULI_X)
                        - np.kron(np.diag(q), PAULI_Y)))

    current = np.kron(np.diag(ky / 2), PAULI_Z)
    spin = np.kron(np.eye(len(kx)), PAULI_Y / 2)
    states = np.linalg.eigh(ham(0.0))[1][:, :20]

    def mean(op):
        return np.sum(states.conj() * (op @ states)).real

    js, ss = [mean(current)], [mean(spin)]
    for i in range(steps):
        states = expm(-1j * dt * ham(-field * (i + 0.5) * dt)) @ states
        js.append(mean(current))
        ss.append(mean(spin))
    return ss[-1] - ss[0], -2 * al * simpson(np.array(js), dx=dt)


def clean_conductivity(al):
    """Adiabatic first-order response of the clean gas from eigenvectors."""
    mu = 0.5
    k_plus = -al + np.sqrt(al**2 + 2 * mu)
    k_minus = al + np.sqrt(al**2 + 2 * mu)
    nodes, weights = np.polynomial.legendre.leggauss(12)
    radii = k_plus + (k_minus - k_plus) * (nodes + 1) / 2
    weights = weights * (k_minus - k_plus) / 2
    total = 0.0
    for k, w in zip(radii, weights):
        for phi in 2 * np.pi * (np.arange(8) + 0.3) / 8:
            px, py = k * np.cos(phi), k * np.sin(phi)
            e, v = np.linalg.eigh(k**2 / 2 * UNIT
                                  + al * (py * PAULI_X - px * PAULI_Y))
            low, up = v[:, 0], v[:, 1]
            j_lu = low.conj() @ (py / 2 * PAULI_Z) @ up
            v_ul = up.conj() @ (px * UNIT - al * PAULI_Y) @ low
            total += w * k / (2 * np.pi) / 8 * (
                -2 * (j_lu * v_ul).imag / (e[1] - e[0])**2)
    return total * 8 * np.pi


def radial_grid():
    ks, ws = [], []
    for lo, hi, n in [(0, 0.85, 60), (0.85, 1.15, 500), (1.15, 3, 60)]:
        t, w = np.polynomial.legendre.leggauss(n)
        ks.append(lo + (hi - lo) * (t + 1) / 2)
        ws.append(w * (hi - lo) / 2)
    t, w = np.polynomial.legendre.leggauss(60)
    u = (t + 1) / 2
    ks.append(3 / u)
    ws.append(w / 2 * 3 / u**2)
    return np.concatenate(ks), np.concatenate(ws)


K, WK = radial_grid()
PHI = 2 * np.pi * (np.arange(6) + 0.25) / 6
COS, SIN = np.cos(PHI), np.sin(PHI)
MEASURE = (WK * K / (2 * np.pi))[:, None] * np.ones(6) / 6
HELICITY = SIN[:, None, None] * PAULI_X - COS[:, None, None] * PAULI_Y


def ladder_response(al, tau, lam, kept=1.0, quartic=0.0):
    """Self-consistent Born approximation with ladder vertex, T = 0.
    kept: share of spin retained in a collision; quartic: band term q k^4/4.
    Returns spin current [e/8pi], spin density, torque average [e/8pi], per E."""
    omega, strength = lam / tau, 1 / tau
    band = K**2 / 2 + quartic * K**4 / 4
    speed = K + quartic * K**3
    mu = 0.5 + quartic / 4

    def local_green(z):
        z = np.asarray(z)[..., None]
        g = 0.5 / (z - band - al * K) + 0.5 / (z - band + al * K)
        return np.sum(WK * K / (2 * np.pi) * (g + 1 / (band + 1)), axis=-1)

    width = 0.5 / tau
    for _ in range(40):
        width = -strength * local_green(mu + 1j * width).imag
    shift = strength * local_green(mu + 1j * width).real

    def dressed(eps):
        size = np.abs(eps)
        z = mu + 1j * (size + width)
        for _ in range(40):
            z = mu + 1j * size - strength * local_green(z) + shift
        return np.where(eps > 0, z, z.conj())

    def green(z):
        d = z - band
        den = d**2 - (al * K)**2
        return ((d / den)[:, None, None, None] * UNIT
                + (al * K / den)[:, None, None, None] * HELICITY)

    v_x = ((speed[:, None] * COS)[:, :, None, None] * UNIT - al * PAULI_Y)
    t, w = np.polynomial.legendre.leggauss(12)
    inner, w_inner = -omega * (t + 1) / 2, w * omega / 2
    t, w = np.polynomial.legendre.leggauss(32)
    u = (t + 1) / 2
    outer, w_outer = mu * u / (1 - u), w / 2 * mu / (1 - u)**2
    eps = np.concatenate([inner, outer])
    wts = np.concatenate([w_inner, 2 * w_outer]) / (2 * np.pi)
    z_hi, z_lo = dressed(eps + omega), dressed(eps)
    out = np.zeros(3)
    for zh, zl, wt in zip(z_hi, z_lo, wts):
        gh, gl = green(zh), green(zl)
        bare = gh @ v_x @ gl
        spin = gh @ PAULI_Y @ gl
        mat_b = np.einsum("kp,kpab->ab", MEASURE, bare)
        mat_s = np.einsum("kp,kpab->ab", MEASURE, spin)
        b = np.trace(PAULI_Y @ mat_b) / 2
        s = np.trace(PAULI_Y @ mat_s) / 2
        # by symmetry the vertex correction may contain sigma_y only
        assert np.abs(mat_b - b * PAULI_Y).max() < 1e-8 * (1 + np.abs(mat_s).max())
        c = kept * strength * b / (1 - kept * strength * s)
        full = bare + c * spin
        tr_z = full[..., 0, 0] - full[..., 1, 1]
        j = np.sum(MEASURE * speed[:, None] * SIN / 2 * tr_z)
        torque = np.sum(MEASURE * K[:, None] * SIN / 2 * tr_z)
        out += wt * np.array([j.real, (b + c * s).real, torque.real])
    out *= -1 / omega
    return out * np.array([8 * np.pi, 1, 8 * np.pi])


def dc_limit(al, tau, **kw):
    """Linear extrapolation of the response to zero growth rate."""
    return (2 * ladder_response(al, tau, 1e-3, **kw)
            - ladder_response(al, tau, 2e-3, **kw))


def kinetic_formula(lam, x):
    return 2 * lam * x**2 / (2 * lam * (1 + lam)**2 + x**2 * (1 + 2 * lam))


# ---- example: InAs-like quantum well, rough typical values --------------------
mass_ratio, alpha_meVnm, density_cm2 = 0.04, 10.0, 1e12
mobility_cm2, field_Vcm, temp_K, well_nm = 2e4, 10.0, 4.2, 15.0
gap_meV, dressel_meVnm3, so_area_nm2 = 400.0, 27.0, 1.2
mass = mass_ratio * sc.m_e
h2m = sc.hbar**2 / mass / sc.e * 1e3 * 1e18            # meV nm^2
n_nm = density_cm2 * 1e-14
kf = np.sqrt(2 * np.pi * n_nm)
e_f = h2m * kf**2 / 2
tau_s = mobility_cm2 * 1e-4 * mass / sc.e
hbar_tau = sc.hbar / tau_s / sc.e * 1e3                # meV
split = 2 * alpha_meVnm * kf
x_ex = split / hbar_tau
al_ex, tau_ex = alpha_meVnm / (h2m * kf), 2 * e_f / hbar_tau
force = field_Vcm * 1e-7 * 1e3                         # meV/nm
spin_cm2 = -alpha_meVnm * force / (2 * np.pi * h2m * hbar_tau) * 1e14
roots = np.roots([2, 4, 2 + 2 * x_ex**2, x_ex**2])
assert roots.real.max() < 0
decay_ps = -tau_s / roots.real.max() * 1e12
ac = kinetic_formula(-1j * 2 * np.pi * 1e10 * tau_s, x_ex)

# ---- tests ------------------------------------------------------------------
check_operator_identity()
spin_change, integrated = driven_disordered_torus()
assert abs(spin_change) > 1e-3
assert abs(spin_change - integrated) < 1e-3 * abs(spin_change) + 1e-5
clean = clean_conductivity(al_ex)
assert abs(clean - 1) < 1e-8

rows = []
for lam in (0.03, 0.3, 1.0, 3.0):
    j, s, _ = ladder_response(al_ex, tau_ex, lam)
    # exact relation between independently computed spin and spin current
    assert abs(lam / tau_ex * s + 2 * al_ex * j / (8 * np.pi)) < \
        1e-3 * abs(lam / tau_ex * s)
    formula = kinetic_formula(lam, x_ex)
    # the formula drops corrections of relative order hbar/(E_F tau)
    assert abs(j - formula) < 0.02
    rows.append((lam, j, formula))

dc_j, dc_s, _ = dc_limit(al_ex, tau_ex)
assert abs(dc_j) < 1e-4
spin_ratio = dc_s / (-al_ex * tau_ex / (2 * np.pi))
assert abs(spin_ratio - 1) < 0.05
big_x = x_ex**2 / (1 + x_ex**2)
no_vertex = dc_limit(al_ex, tau_ex, kept=0.0)[0]
assert abs(no_vertex - big_x) < 0.03

loss = 4 * 0.05 / 3                    # 5 % of the rate from magnetic impurities
mag_j, mag_s, _ = dc_limit(al_ex, tau_ex, kept=1 - loss)
mag_formula = loss * big_x / (loss + (1 - loss) * big_x / 2)
assert abs(mag_j - mag_formula) < 0.01
mag_torque = -loss * mag_s / (2 * al_ex * tau_ex) * 8 * np.pi
assert abs(mag_j / mag_torque - 1) < 0.05

quart = 2 * e_f / gap_meV
q_j, _, q_torque = dc_limit(al_ex, tau_ex, quartic=quart)
assert abs(q_torque) < 1e-4 and abs(q_j) < 0.01

# ---- output -------------------------------------------------------------------
print("INPUT (rough, InAs-like well)")
print(f"mass {mass_ratio} m_e; Rashba alpha {alpha_meVnm} meV nm")
print(f"density {density_cm2:.1e} cm^-2; mobility {mobility_cm2:.0f} cm2/Vs")
print(f"field {field_Vcm} V/cm; temperature {temp_K} K; well {well_nm} nm")
print("SCALES")
print(f"hbar^2/m = {h2m:.1f} meV nm^2; k_F = {kf:.4f} nm^-1")
print(f"E_F = {e_f:.2f} meV; splitting 2 alpha k_F = {split:.3f} meV")
print(f"tau = {tau_s*1e12:.4f} ps; hbar/tau = {hbar_tau:.3f} meV")
print(f"x = 2 alpha k_F tau/hbar = {x_ex:.3f}; E_F tau/hbar = {e_f/hbar_tau:.1f}")
print("IDENTITY ON DRIVEN DISORDERED TORUS (hbar = m = 1)")
print(f"spin change {spin_change:.6f}; -2 alpha int J dt {integrated:.6f}")
print("SPIN HALL CONDUCTIVITY in e/(8 pi)")
print(f"clean gas, eigenvectors: {clean:.6f}")
for lam, j, formula in rows:
    print(f"Omega tau = {lam:4.2f}: ladder {j:.4f}, formula {formula:.4f}")
print(f"dc limit, ladder: {dc_j:.1e}")
print(f"dc limit without vertex correction: {no_vertex:.4f}; X = {big_x:.4f}")
print(f"dc spin density, ladder/formula: {spin_ratio:.4f}")
print("5 % OF SCATTERING RATE FROM MAGNETIC IMPURITIES")
print(f"1-r = {loss:.4f}; ladder {mag_j:.4f}; formula {mag_formula:.4f}")
print(f"from spin-loss torque balance: {mag_torque:.4f}")
print("EXAMPLE RESULTS")
print(f"dc spin density S_y/hbar = {spin_cm2:.3e} cm^-2")
print(f"S_y/(n hbar/2) = {2*spin_cm2/density_cm2:.2e}")
print(f"slowest transient decay time = {decay_ps:.3f} ps")
print(f"|sigma_sH| at 10 GHz = {abs(ac):.4f} e/(8 pi)")
print(f"e/(8 pi) times 2e/hbar = {sc.e**2/(4*np.pi*sc.hbar)*1e6:.3f} microsiemens")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"gap {gap_meV} meV: quartic coefficient 2E_F/gap = {quart:.3f}")
print(f"quartic band (positive sign), dc sigma_sH = {q_j:.1e} e/(8 pi)")
print(f"quartic band, dc torque average = {q_torque:.1e} e/(8 pi)")
print(f"cubic Dresselhaus: coefficient {dressel_meVnm3} meV nm^3")
print(f"  gamma k_F^2/(4 alpha) = {dressel_meVnm3*kf**2/(4*alpha_meVnm):.4f}")
so = so_area_nm2 * kf**2
print(f"impurity spin-orbit: area {so_area_nm2} nm^2, times k_F^2 = {so:.4f}")
so_loss = so**2
so_sigma = so_loss * big_x / (so_loss + (1 - so_loss) * big_x / 2)
print(f"  spin-loss estimate of sigma_sH = {so_sigma:.4f} e/(8 pi)")
print(f"  bare side-jump scale 8 pi n area = {8*np.pi*n_nm*so_area_nm2:.3f} e/(8 pi)")
print(f"k_B T/E_F = {sc.k*temp_K/sc.e*1e3/e_f:.4f}")
sub = 3 * np.pi**2 * h2m / (2 * well_nm**2)
print(f"second subband (hard-wall well) above first by {sub:.1f} meV")
print(f"drift shift/k_F = {force/hbar_tau/kf:.4f}")
print(f"localization parameter 1/(k_F l) = {hbar_tau/(2*e_f):.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUT (rough, InAs-like well)
mass 0.04 m_e; Rashba alpha 10.0 meV nm
density 1.0e+12 cm^-2; mobility 20000 cm2/Vs
field 10.0 V/cm; temperature 4.2 K; well 15.0 nm
SCALES
hbar^2/m = 1905.0 meV nm^2; k_F = 0.2507 nm^-1
E_F = 59.85 meV; splitting 2 alpha k_F = 5.013 meV
tau = 0.4549 ps; hbar/tau = 1.447 meV
x = 2 alpha k_F tau/hbar = 3.464; E_F tau/hbar = 41.4
IDENTITY ON DRIVEN DISORDERED TORUS (hbar = m = 1)
spin change -0.217136; -2 alpha int J dt -0.217120
SPIN HALL CONDUCTIVITY in e/(8 pi)
clean gas, eigenvectors: 1.000000
Omega tau = 0.03: ladder 0.0563, formula 0.0563
Omega tau = 0.30: ladder 0.3563, formula 0.3562
Omega tau = 1.00: ladder 0.5462, formula 0.5455
Omega tau = 3.00: ladder 0.4017, formula 0.4000
dc limit, ladder: 8.7e-06
dc limit without vertex correction: 0.9236; X = 0.9231
dc spin density, ladder/formula: 1.0000
5 % OF SCATTERING RATE FROM MAGNETIC IMPURITIES
1-r = 0.0667; ladder 0.1233; formula 0.1237
from spin-loss torque balance: 0.1238
EXAMPLE RESULTS
dc spin density S_y/hbar = -5.773e+07 cm^-2
S_y/(n hbar/2) = -1.15e-04
slowest transient decay time = 0.929 ps
|sigma_sH| at 10 GHz = 0.0571 e/(8 pi)
e/(8 pi) times 2e/hbar = 19.370 microsiemens
NEGLECTED EFFECTS (rough inputs)
gap 400.0 meV: quartic coefficient 2E_F/gap = 0.299
quartic band (positive sign), dc sigma_sH = -9.0e-05 e/(8 pi)
quartic band, dc torque average = 1.1e-05 e/(8 pi)
cubic Dresselhaus: coefficient 27.0 meV nm^3
  gamma k_F^2/(4 alpha) = 0.0424
impurity spin-orbit: area 1.2 nm^2, times k_F^2 = 0.0754
  spin-loss estimate of sigma_sH = 0.0113 e/(8 pi)
  bare side-jump scale 8 pi n area = 0.302 e/(8 pi)
k_B T/E_F = 0.0060
second subband (hard-wall well) above first by 125.3 meV
drift shift/k_F = 0.0028
localization parameter 1/(k_F l) = 0.0121
ALL CHECKS PASSED
```
